# The single-flip nucleation barrier of a square-lattice Ising ferroelectric

**Question**

I am modelling polarization reversal with an Ising ferroelectric on a square lattice. Each cell has \(s_i=+1\) (up) or \(s_i=-1\) (down), and

\[
H=-J\sum_{\langle ij\rangle}s_is_j-h\sum_i s_i ,
\]

with each neighbour pair counted once, \(J=1\) and \(h=0.6\). I start with every cell down, so the field favours reversal, and I let one spin flip at a time. I want the energy barrier that controls nucleation at low temperature.

I took a square up-domain of side \(l\), wrote its energy as \(8Jl-2hl^2\), and maximized over \(l\). That gives \(8J^2/h=13.33\) at \(l=3.33\). But \(l\) should be an integer, and the \(3\times3\) and \(4\times4\) squares have energies 13.2 and 12.8, both below my maximum. Which droplet is critical, and what is the barrier? How can I be sure that some oddly shaped droplet doesn't give a cheaper route? And in what sense does this one energy determine the switching time?

**Answer**

Your square energies are right, but a system that flips one spin at a time can't jump from one square to the next. The barrier lies at an incomplete droplet between them. To find it, we need the energy of any configuration, a good growth path, and a proof that no path does better.

**Energy and definition of the barrier**

Measure energy from the all-down state. A bond between equal spins contributes \(-J\), and one between opposite spins \(+J\), so each broken bond costs \(2J\). Turning a spin up changes its field energy from \(+h\) to \(-h\), a gain of \(2h\). With \(n\) up spins and \(w\) broken bonds,

\[
E=2Jw-2hn. \tag{1}
\]

Both factors of 2 belong to your convention. If \(H\) were written with \(J/2\) and \(h/2\), every energy below would be halved. If only the field term were halved, the critical size would change too.

A path is a sequence of single flips from all down to all up, and its height is the largest \(E\) it meets. The barrier \(\Gamma\) is the smallest height among all paths. I take an \(L\times L\) lattice with periodic boundaries and \(L\ge8\), which is large enough for the present field.

Suppose a down spin has \(k\) up neighbours. Flipping it breaks \(4-k\) bonds and heals \(k\), so \(w\) changes by \(4-2k\) and

\[
\Delta E=2J(4-2k)-2h=8J-4Jk-2h. \tag{2}
\]

For your parameters this is \(+6.8\) for an isolated spin, \(+2.8\) for a spin placed on a flat side (\(k=1\)), and \(-1.2\) for a spin placed in a corner (\(k=2\)). Starting a new row is therefore expensive, while completing it is downhill.

**When does a rectangle grow?**

Starting a row on a rectangle costs \(4J-2h=2.8\). To shrink instead, the rectangle must lose a side of length \(l\). Each of the first \(l-1\) removals reverses a \(k=2\) flip and costs \(2h\); the last reverses a \(k=1\) flip and releases energy. The climb is thus \(2h(l-1)\). Growth has the lower climb when

\[
2h(l-1)>4J-2h
\quad\Longleftrightarrow\quad
l>\frac{2J}{h}=3.33 .
\]

For a side of 3, removal costs 2.4, less than 2.8, so shrinking is easier. For a side of 4 it costs 3.6, so growth is easier. In a rectangle the shorter side decides, because it is the easier one to remove. The smallest side that favours growth is

\[
l_c=\left\lceil\frac{2J}{h}\right\rceil=4 ,
\]

where the brackets mean rounding up. This locates the critical size, but comparing local moves doesn't yet prove the height of the best path.

**An upper bound: build a path**

Grow the droplet through the shapes

\[
1\times1,\;1\times2,\;2\times2,\;2\times3,\;3\times3,\;3\times4,\;4\times4,\ldots
\]

and fill each new side consecutively. After the first spin of a side, the others are \(k=2\) flips and lower the energy. The peaks therefore occur when a side has just received its first spin. There are two kinds.

An \((l-1)\times l\) rectangle has \(w=2(2l-1)=4l-2\). One protruding spin adds two broken bonds and gives \(n=l(l-1)+1\), \(w=4l\). Equation (1) yields

\[
A_l=8Jl-2h(l^2-l+1). \tag{3}
\]

An \(l\times l\) square has \(w=4l\). With one protruding spin, \(n=l^2+1\) and \(w=4l+2\), so

\[
B_l=8Jl+4J-2h(l^2+1).
\]

The peaks follow one another as \(A_1,B_1,A_2,B_2,\ldots\), and their differences are

\[
\begin{aligned}
B_l-A_l&=4J-2h\left[(l^2+1)-(l^2-l+1)\right]=4J-2hl,\\
A_{l+1}-B_l&=8J-4J-2h\left[(l^2+l+1)-(l^2+1)\right]=4J-2hl .
\end{aligned}
\]

Here I used \((l+1)^2-(l+1)+1=l^2+l+1\). Successive peaks rise while \(l<2J/h\) and fall once \(l>2J/h\). The last rise leads to \(A_{l_c}\), which is the highest peak.

For your field the peaks are 6.8, 9.6, 12.4, 14.0, 15.6, 16.0, 16.4 and then 15.6. The highest is a \(3\times4\) rectangle with one extra spin on a side of length 4:

\[
n=13,\qquad w=16,\qquad E=2(16)-1.2(13)=32-15.6=16.4 .
\]

When the growing droplet finally meets itself across the periodic boundary, newly flipped spins have extra up neighbours. By (2) this lowers the energy, so no later peak is created. Hence \(\Gamma\le16.4\,J\).

The position of the protrusion matters. On a side of length 3 it has the same energy, but filling that side produces a \(3\times5\) rectangle. Starting the next row there gives \(n=16\), \(w=18\) and \(E=36-19.2=16.8\). On the long side, filling leads downhill through 15.2 and 14.0 to the \(4\times4\) square at 12.8. The next new row then reaches only 15.6.

**A lower bound: no path avoids this energy**

Each flip changes \(n\) by one. A path from \(n=0\) to \(n=L^2\) must therefore pass through \(n=13\), whatever shapes it uses. I now show that every configuration with 13 up spins, connected or not, has at least 16 broken bonds.

First suppose that no row or column is entirely up. Let \(r\) rows and \(c\) columns contain at least one up spin. Each such row also contains a down spin, so on going round it the spin must change at least twice. The same holds for each such column. Therefore

\[
w\ge2(r+c).
\]

All up spins lie where these rows and columns cross, so \(rc\ge13\). From \((r-c)^2\ge0\),

\[
(r+c)^2\ge4rc\ge52 .
\]

Since \(7^2=49<52\), the integer \(r+c\) is at least 8, and \(w\ge16\).

Now suppose that one row is entirely up. A column can't also be full, because the two together would need \(2L-1\ge15\) up spins. So each of the \(L\) columns contains an up spin, from the full row, and also a down spin. Each contributes at least two broken bonds, and \(w\ge2L\ge16\). Exchanging rows and columns covers the remaining case.

Every path thus meets an energy of at least \(2(16)-1.2(13)=16.4\). The two bounds agree:

\[
\boxed{\Gamma=16.4\,J.}
\]

A separate numerical minimization over all configurations of the \(8\times8\) periodic lattice also finds 16 as the least number of broken bonds at \(n=13\). The values for the other small droplets are in the numerical output.

**Other fields, and the error of the continuous droplet**

The same argument works for \(0<h<2J\) when \(2J/h\) is not an integer. Put \(n_c=l_c(l_c-1)+1\). Then

\[
(r+c)^2\ge4n_c=(2l_c-1)^2+3>(2l_c-1)^2 ,
\]

so \(r+c\ge2l_c\) and \(w\ge4l_c\). For configurations with a full row or column, the proof needs \(L\ge2l_c\) and \(2L-1>n_c\). With these conditions,

\[
\Gamma=8Jl_c-2h(l_c^2-l_c+1). \tag{4}
\]

Your value \(l_c=4\) holds for \(0.5<h/J<0.667\). Within this interval \(d\Gamma/dh=-2n_c=-26\): a small increase \(\delta h\) lowers the barrier by \(26\,\delta h\), because all 13 up spins gain field energy. At an integer value \(2J/h=m\), the peaks \(A_m\), \(B_m\) and \(A_{m+1}\) are equal. The barrier is continuous there, but its slope jumps and the critical size is no longer unique.

To compare (4) with your estimate, write \(l_c=2J/h+\delta\), with \(0<\delta<1\). The first two pieces are

\[
8Jl_c-2hl_c^2
=\frac{16J^2}{h}+8J\delta-\frac{8J^2}{h}-8J\delta-2h\delta^2
=\frac{8J^2}{h}-2h\delta^2 .
\]

The remaining piece is \(2hl_c-2h=4J+2h\delta-2h\). Adding them gives

\[
\Gamma=\frac{8J^2}{h}+(4J-2h)+2h\delta(1-\delta). \tag{5}
\]

The first term is your continuous-square result. The second is the cost of starting a new row, and the third comes from rounding to an integer side. Here \(\delta=2/3\), and the sum is \(13.33+2.80+0.27=16.40\). Your estimate is too low by 3.07, or about 19% of the lattice barrier.

As \(h\to0\), the first term in (5) grows as \(1/h\) while the correction approaches \(4J\). The correction relative to the first term tends to \(h/(2J)\), so the relative error vanishes for large critical droplets. The missing \(4J\) still matters for the switching time, where the barrier stands in an exponent: leaving it out changes \(e^{\Gamma/T}\) by a factor of about \(e^{4J/T}\). At the strong-field end, \(h\to2J\), equation (4) has \(l_c=2\) and gives \(16J-6h\to4J\). Above \(h=2J\), adding a neighbour to a single up spin is already downhill, and the idea of a critical rectangle loses its use.

**From the barrier to a switching time**

The time depends on the dynamics as well as on the energies. Take Metropolis rates: each spin is offered one flip per unit time, accepted with probability \(\min(1,e^{-\Delta E/T})\), with \(k_B=1\) and \(T\) in units of \(J\). Give configuration \(x\) the weight \(\pi(x)=e^{-E(x)/T}\). The weight times the rate for a flip from \(x\) to \(y\) is

\[
c(x,y)=e^{-\max[E(x),E(y)]/T},
\]

which is the same in both directions. It acts like an electrical conductance.

Let \(t(x)\) be the mean time to reach the final state \(B\) from \(x\). Counting the mean waiting time and the next flip gives, for \(x\ne B\),

\[
\sum_y c(x,y)[t(x)-t(y)]=\pi(x),\qquad t(B)=0 .
\]

Let \(u(x)\) be the probability of reaching the initial state \(A\) before \(B\). Then \(u(A)=1\), \(u(B)=0\), and \(\sum_y c(x,y)[u(x)-u(y)]=0\) at all other states. At \(A\) this sum is the total current; call it \(G\). Multiply the time equation by \(u(x)\) and sum over \(x\). Because \(c\) is symmetric, \(t\) and \(u\) can be exchanged on the left:

\[
\sum_x\pi(x)u(x)
=\sum_x t(x)\sum_y c(x,y)[u(x)-u(y)]
=t(A)\,G .
\]

The term at \(B\) vanishes because \(t(B)=0\). So the mean passage time is

\[
\tau=\frac{\sum_x\pi(x)u(x)}{G}. \tag{6}
\]

The conductance also satisfies

\[
G=\min_f\frac12\sum_{x,y}c(x,y)[f(x)-f(y)]^2,
\qquad f(A)=1,\quad f(B)=0 ,
\]

since setting the derivative of this convex quadratic form to zero gives the equation for \(u\). This bounds \(G\) from both sides:

- Set \(f=1\) on all states that can be reached from \(A\) while staying below \(\Gamma\), and \(f=0\) elsewhere. Every link that leaves the set has a maximum energy of at least \(\Gamma\). If there are \(M\) such links, \(G\le Me^{-\Gamma/T}\).
- Keep only the links of one best path, which can't increase the minimum. If it has \(m\) links, their series conductance is at least \(e^{-\Gamma/T}/m\), so \(G\ge e^{-\Gamma/T}/m\).

Since \(\pi(A)u(A)=1\), equation (6) gives \(\tau\ge e^{\Gamma/T}/M\) on any fixed finite lattice. The order of limits matters: the lattice is held fixed while \(T\to0\), and \(M\) grows with its area. In a sample that is large at a given temperature, many droplets nucleate and grow together, and the switching time then depends on the growth speed as well and no longer follows \(e^{\Gamma/T}\). A matching upper bound also requires that no intermediate trap holds the system for longer. I haven't proved that for the full periodic lattice, but it can be shown in a smaller system that contains the same critical droplet.

**A case where the time can be calculated**

Let 16 spins in a \(4\times4\) cell flip, with all surrounding spins frozen down. The best path above fits inside the cell, and the lower bound still applies, so the barrier from empty to full is again 16.4. In this section \(\tau\) is the mean time until the cell is first full. That isn't a lasting reversal: the full cell has energy 12.8 and can return over a climb of only 3.6. On the open lattice the same square would more easily grow, over a climb of 2.8.

In the cell \(r,c\le4\), and \(w\ge2(r+c)\ge4\sqrt n\), so

\[
E\ge\sqrt n\,(8J-2h\sqrt n)\ge0
\qquad\text{for }n\le16 .
\]

No state lies below the empty one. The numerator of (6) is between 1 and \(\sum_x\pi(x)\), which tends to 1 as \(T\to0\). Together with the bounds on \(G\), this proves \(T\ln\tau\to\Gamma\) for the cell.

The numerical calculation keeps states up to an energy of 20.5. It gives these slopes of \(\ln\tau\) against \(1/T\):

- \(T=0.25\): slope 16.369
- \(T=0.10\): slope 16.395
- \(T=0.05\): slope 16.3999

Lowering the energy cutoff to 18.5 shifts the first slope by 0.001. The slope is a better measure of the barrier than \(T\ln\tau\) at one temperature. At \(T=0.05\), \(\ln\tau=325.77\), so \(T\ln\tau=16.29\); the difference from 16.4 comes mainly from the prefactor. That prefactor belongs to this cell and shouldn't be used for a large lattice.

The small deficit in the slope has a simple low-temperature interpretation. The earlier peak at \(n=10\), with energy 16.0, acts as a second resistance in series. If \(\tau\approx ae^{16.4/T}+be^{16.0/T}\), with constant \(a\) and \(b\), the deficit should vary nearly as \(e^{-0.4/T}\). From \(T=0.10\) to 0.05 it should fall by a factor of about \(e^4\approx55\). The calculated deficits, 0.00514 and 0.000094, have a ratio of about 55, in agreement. Fitted at \(T=0.10\), the same two terms predict a deficit of 0.05 at \(T=0.25\), against the calculated 0.03, so they are no longer sufficient there.

**What this says about a real ferroelectric**

The number 16.4 is in units of \(J\) and isn't a prediction for a named material. The model has two dimensions, walls one bond thick, and no long-range dipolar forces, elastic strain or defects. It also describes nucleation in a uniform interior, whereas a real device has electrodes and other surfaces where a domain may start.

The size of that last effect can be estimated within the model. At a free edge, where the missing neighbours cost no bond energy, a droplet of width \(a\) along the edge and depth \(b\) has \(w=a+2b\). At fixed area \(S=ab\), the least \(w\) is \(2\sqrt{2S}\), reached at \(a=2b\). Then \(E=4J\sqrt{2S}-2hS\), whose maximum lies at \(S=2J^2/h^2\) and equals \(4J^2/h\). This is half the continuous-droplet barrier of the interior, at the same \(J\) and \(h\). A free edge is therefore a cheaper starting place than the interior in this model. A corner where two free edges meet is cheaper still: there \(w=a+b\), and the same estimate gives \(2J^2/h\). As in the interior, these continuous estimates lie below the lattice values: at \(h=0.6\) they give 6.67 and 3.33, while the single-flip barriers are 8.4 at an edge and 4.4 at a corner. The value 16.4 is for a uniform interior, without such sites and without weakened bonds, which can also lower the barrier.

## Computed results

```
J = 1.0  h = 0.6 (units of J)
2J/h = 3.3333, critical length lc = 4 sites
field range with this lc: 0.5000 to 0.6667 J
n, least walls, lowest energy (J):
   1   4  6.80
   2   6  9.60
   3   8  12.40
   4   8  11.20
   5  10  14.00
   6  10  12.80
   7  12  15.60
   8  12  14.40
   9  12  13.20
  10  14  16.00
  11  14  14.80
  12  14  13.60
  13  16  16.40
  14  16  15.20
  15  16  14.00
  16  16  12.80
  17  18  15.60
critical droplet: n = 13, walls = 16
barrier Gamma = 16.4000 J
square side, removal cost (J), new-row cost (J):
  2  1.20  2.80
  3  2.40  2.80
  4  3.60  2.80
  5  4.80  2.80
continuous square droplet barrier = 13.3333 J
4x4 cell: empty and full join at Gamma, not below it: True
classes kept below 20.5 J: 489
T = 1.0 J: mean passage time = 1.4434e+06
  conductance bounds: 1.4150e+06 to 1.4435e+06
T (J), ln(passage time), Arrhenius slope (J):
  0.25  63.4876  16.36941
  0.10  161.7792  16.39486
  0.05  325.7666  16.39991
slope shift at T = 0.25 J, cutoff 18.5 to 20.5 J: 1.1e-03 J
```
